**Moseley's K-alpha law tested from calcium to zinc**

The program tests \(E\simeq\frac34R(Z-1)^2\), where \(E\) is the K-alpha photon energy, \(R\) the Rydberg energy and \(Z\) the nuclear charge number. Exact hydrogenic integrals give a first-order screening constant of 1.056, about half of it from the remaining 1s electron and half from the L shell. The program asserts that the five pair energies built from these integrals agree with quadrature, that the angular averages agree with explicit spin-orbital sums, and that self-consistent ions at high \(Z\) recover the first-order coefficient. It also asserts agreement of its radial Hartree-Fock solver with separate molecular-code calculations for calcium, and of its one-electron relativistic shift with Dirac energies. For the eleven computed atoms it asserts that the law holds within 1 percent; the largest deviation in the output is 0.70 percent, at zinc. The output also shows the effective screening constant falling from 0.978 to 0.898 when relativity is included, while the nonrelativistic value rises from 1.029 to 1.083.

## Numerical check

```python
"""Test of Moseley's K-alpha law E = (3/4) R (Z - 1)^2 for Ca to Zn.

E is the total energy with a 1s hole minus that with a 2p hole, R is the
Rydberg energy and Z the nuclear charge number. First-order theory predicts
E = (3/4) R Z^2 - 2 R Z D and a screening constant sigma = 4 D / 3.
D follows from exact hydrogenic integrals. The independent side is
configuration-average Hartree-Fock (HF) with relaxed core holes.
Atomic units are used internally; printed energies are in eV.
F^k and G^k are direct and exchange radial Coulomb integrals.
"""
import itertools
import math
from fractions import Fraction as Fr

import numpy as np
from scipy import constants as const
from sympy.physics.wigner import gaunt, wigner_3j
from pyscf import gto, scf
from pyscf.data.elements import ELEMENTS

RYDBERG = (const.m_e * const.e**4
           / (8 * const.epsilon_0**2 * const.h**2) / const.e)
HARTREE = 2 * RYDBERG
ALPHA = const.fine_structure
PREFACTOR = 0.75 * RYDBERG


# ---------- exact hydrogenic integrals for unit nuclear charge ----------
def ordered_integral(p, a, q, b):
    """Integral of r^p exp(-a r) s^q exp(-b s) over 0 < s < r."""
    total = Fr(math.factorial(p)) / a**(p + 1)
    for j in range(q + 1):
        total -= (b**j * Fr(math.factorial(p + j), math.factorial(j))
                  / (a + b)**(p + j + 1))
    return total * math.factorial(q) / b**(q + 1)


def exact_slater(k, first, second):
    """Radial Coulomb integral of two polynomial-exponential densities."""
    (poly1, a), (poly2, b) = first, second
    return sum(c * d * (ordered_integral(p - k - 1, a, q + k, b)
                        + ordered_integral(q - k - 1, b, p + k, a))
               for p, c in poly1.items() for q, d in poly2.items())


d1s = ({2: Fr(4)}, Fr(2))
d2s = ({2: Fr(1, 2), 3: Fr(-1, 2), 4: Fr(1, 8)}, Fr(1))
d2p = ({4: Fr(1, 24)}, Fr(1))
# The squared normalization of each overlap density is put in front.
x1s2s = ({2: Fr(1), 3: Fr(-1, 2)}, Fr(3, 2))
x1s2p = ({3: Fr(1)}, Fr(3, 2))
x2s2p = ({3: Fr(1), 4: Fr(-1, 2)}, Fr(1))
integrals = {
    "F0(1s,1s)": exact_slater(0, d1s, d1s),
    "F0(1s,2s)": exact_slater(0, d1s, d2s),
    "G0(1s,2s)": 2 * exact_slater(0, x1s2s, x1s2s),
    "F0(1s,2p)": exact_slater(0, d1s, d2p),
    "G1(1s,2p)": Fr(1, 6) * exact_slater(1, x1s2p, x1s2p),
    "F0(2s,2p)": exact_slater(0, d2s, d2p),
    "G1(2s,2p)": Fr(1, 48) * exact_slater(1, x2s2p, x2s2p),
    "F0(2p,2p)": exact_slater(0, d2p, d2p),
    "F2(2p,2p)": exact_slater(2, d2p, d2p),
}
v11 = integrals["F0(1s,1s)"]
v12 = integrals["F0(1s,2s)"] - integrals["G0(1s,2s)"] / 2
v1p = integrals["F0(1s,2p)"] - integrals["G1(1s,2p)"] / 6
v2p = integrals["F0(2s,2p)"] - integrals["G1(2s,2p)"] / 6
vpp = integrals["F0(2p,2p)"] - Fr(2, 25) * integrals["F2(2p,2p)"]
parts = [v11 - v1p, 2 * (v12 - v2p), 5 * (v1p - vpp)]
D = float(sum(parts))
sigma_first = 4 * D / 3


# ---------- angular averages from explicit spin-orbital sums ----------
def angular(k, l, m, L, M):
    return float((-1)**m * math.sqrt(4 * math.pi / (2 * k + 1))
                 * gaunt(l, k, L, -m, m - M, M))


p_states = [(m, s) for m in (-1, 0, 1) for s in (0, 1)]
pp_average = np.mean([
    angular(2, 1, m, 1, m) * angular(2, 1, M, 1, M)
    - (s == t) * angular(2, 1, m, 1, M)**2
    for (m, s), (M, t) in itertools.combinations(p_states, 2)])
sp_average = np.mean([-(s == t) * angular(1, 0, 0, 1, M)**2
                      for s in (0, 1) for M, t in p_states])
ss_average = np.mean([-(s == t) * angular(0, 0, 0, 0, 0)**2
                      for s in (0, 1) for t in (0, 1)])
assert abs(pp_average + 2 / 25) < 1e-10
assert abs(sp_average + 1 / 6) < 1e-10
assert abs(ss_average + 1 / 2) < 1e-10


# ---------- Gaussian basis and radial Coulomb matrices ----------
EXPONENTS = {0: 0.03 * 2.4**np.arange(22),
             1: 0.08 * 2.4**np.arange(16),
             2: 0.10 * 2.4**np.arange(9)}


def make_atom(Z, angular_momenta=(0, 1, 2), charge=None, spin=0):
    symbol = ELEMENTS[Z]
    basis = [[l, [float(a), 1.0]]
             for l in angular_momenta for a in EXPONENTS[l]]
    return gto.M(atom=f"{symbol} 0 0 0", basis={symbol: basis},
                 charge=Z - 2 if charge is None else charge,
                 spin=spin, verbose=0)


def raw_blocks(mol, matrix):
    """One magnetic component of every angular-momentum block."""
    start = mol.ao_loc_nr()
    blocks = {}
    for l in range(3):
        index = [start[i] for i in range(mol.nbas)
                 if mol.bas_angular(i) == l]
        blocks[l] = matrix[np.ix_(index, index)]
    return blocks


reference = make_atom(30)
overlap = raw_blocks(reference, reference.intor("int1e_ovlp"))
log_r = np.linspace(math.log(1e-5), math.log(25), 500)
radius = np.exp(log_r)
step = log_r[1] - log_r[0]
weight = radius * step
orthogonalizer, functions = {}, {}
for l in range(3):
    exps = [reference.bas_exp(i)[0] for i in range(reference.nbas)
            if reference.bas_angular(i) == l]
    raw = np.array([gto.gto_norm(l, a) * radius**(l + 1)
                    * np.exp(-a * radius**2) for a in exps])
    assert np.max(abs((raw * weight) @ raw.T - overlap[l])) < 1e-4
    values, vectors = np.linalg.eigh(overlap[l])
    orthogonalizer[l] = (vectors / np.sqrt(values)) @ vectors.T
    functions[l] = orthogonalizer[l] @ raw


def orthonormal_blocks(mol, matrix):
    return {l: orthogonalizer[l] @ block @ orthogonalizer[l]
            for l, block in raw_blocks(mol, matrix).items()}


kernels = []
for k in range(5):
    kernel = (np.exp(-k * abs(log_r[:, None] - log_r[None, :]))
              / np.maximum.outer(radius, radius))
    # The diagonal term removes the leading trapezoid error at the kink.
    kernel[np.diag_indices(len(radius))] *= 1 - step * (2 * k + 1) / 12
    kernels.append(kernel)


def pair_density(l, L):
    return (functions[l][:, None, :] * functions[L][None, :, :]
            * weight).reshape(-1, len(radius))


def direct_matrix(l, L, k):
    return pair_density(l, l) @ kernels[k] @ pair_density(L, L).T


def exchange_matrix(l, L, k):
    density = pair_density(l, L)
    n, N = len(functions[l]), len(functions[L])
    tensor = (density @ kernels[k] @ density.T).reshape(n, N, n, N)
    return tensor.transpose(0, 2, 1, 3).reshape(n * n, N * N)


between, within = {}, {}
for l in range(3):
    for L in range(l, 3):
        matrix = direct_matrix(l, L, 0)
        for k in range(L - l, L + l + 1, 2):
            factor = float(wigner_3j(l, k, L, 0, 0, 0)**2)
            matrix = matrix - 0.5 * factor * exchange_matrix(l, L, k)
        between[l, L] = np.ascontiguousarray(matrix)
        between[L, l] = np.ascontiguousarray(matrix.T)
    matrix = direct_matrix(l, l, 0)
    for k in range(2, 2 * l + 1, 2):
        factor = float(wigner_3j(l, k, l, 0, 0, 0)**2)
        matrix = matrix - ((2 * l + 1) / (4 * l + 1) * factor
                           * direct_matrix(l, l, k))
    within[l] = matrix


# ---------- configuration-average Hartree-Fock ----------
def hf_energy(core_h, shells, Z):
    """Shells are (angular momentum, occupation), inner shells first."""
    electrons = sum(q for _, q in shells)
    screen = ((electrons - 1) / radius
              * (1 - np.exp(-radius * Z**(1 / 3))))
    fock = [core_h[l] + (functions[l] * screen * weight) @ functions[l].T
            for l, _ in shells]
    old_energy = 0.0
    for _ in range(300):
        orbitals = []
        for (l, _), operator in zip(shells, fock):
            inner = [c for (L, _), c in zip(shells, orbitals) if L == l]
            if inner:
                C = np.array(inner).T
                projector = np.eye(len(operator)) - C @ C.T
                operator = (projector @ operator @ projector
                            + 1e4 * C @ C.T)
            orbitals.append(np.linalg.eigh(operator)[1][:, 0])
        densities = [np.outer(c, c).ravel() for c in orbitals]
        total = {}
        for (l, q), density in zip(shells, densities):
            total[l] = total.get(l, 0) + q * density
        mean = {l: sum(between[l, L] @ total[L] for L in total)
                for l in total}
        energy, new_fock = 0.0, []
        for (l, q), density in zip(shells, densities):
            field = (mean[l] - q * (between[l, l] @ density)
                     + (q - 1) * (within[l] @ density))
            energy += q * (core_h[l].ravel() @ density
                           + 0.5 * field @ density)
            new_fock.append(core_h[l] + field.reshape(core_h[l].shape))
        if abs(energy - old_energy) < 1e-7:
            return energy
        old_energy = energy
        fock = [0.5 * (old + new) for old, new in zip(fock, new_fock)]
    raise RuntimeError("Hartree-Fock iteration did not converge")


def outer_shells(Z):
    d_shell = [(2, Z - 20)] if Z > 20 else []
    return [(0, 2), (1, 6)] + d_shell + [(0, 2)]


def k_alpha(core_h, Z, outer):
    k_hole = [(0, 1), (0, 2), (1, 6)] + outer
    l_hole = [(0, 2), (0, 2), (1, 5)] + outer
    return hf_energy(core_h, k_hole, Z) - hf_energy(core_h, l_hole, Z)


kinetic = orthonormal_blocks(reference, reference.intor("int1e_kin"))
attraction = orthonormal_blocks(reference,
                                reference.intor("int1e_nuc") / 30)


def nonrelativistic_h(Z):
    return {l: kinetic[l] + Z * attraction[l] for l in range(3)}


def relativistic_h(Z):
    mol = make_atom(Z)
    return orthonormal_blocks(mol, scf.RHF(mol).sfx2c1e().get_hcore())


# Quadrature pair energies must agree with the exact integrals.
bare = nonrelativistic_h(30)
s_orbitals = np.linalg.eigh(bare[0])[1]
rho1, rho2 = [np.outer(s_orbitals[:, i], s_orbitals[:, i]).ravel()
              for i in (0, 1)]
p_orbital = np.linalg.eigh(bare[1])[1][:, 0]
rhop = np.outer(p_orbital, p_orbital).ravel()
quadrature = np.array([rho1 @ within[0] @ rho1,
                       rho1 @ between[0, 0] @ rho2,
                       rho1 @ between[0, 1] @ rhop,
                       rho2 @ between[0, 1] @ rhop,
                       rhop @ within[1] @ rhop]) / 30
exact_pairs = np.array([float(v) for v in (v11, v12, v1p, v2p, vpp)])
assert np.allclose(quadrature, exact_pairs, rtol=2e-3)


# High-Z self-consistent ions must recover the first-order coefficient.
def linear_coefficient(transition):
    charges = np.array([30.0, 45.0, 60.0])
    remainder = [transition(Z) - 0.375 * Z**2 for Z in charges]
    design = np.column_stack([-charges, np.ones(3), 1 / charges])
    return np.linalg.solve(design, remainder)[0]


D_hf = linear_coefficient(lambda Z: k_alpha(nonrelativistic_h(Z), Z, []))
D_pair_hf = linear_coefficient(
    lambda Z: hf_energy(nonrelativistic_h(Z), [(0, 1), (1, 1)], Z)
    - hf_energy(nonrelativistic_h(Z), [(0, 2)], Z))
assert abs(D_hf / D - 1) < 0.02
assert abs(D_pair_hf / float(parts[0]) - 1) < 0.02

# Separate three-dimensional calculations check the radial solver for Ca.
calcium = make_atom(20, (0, 1), charge=0)
closed = scf.RHF(calcium)
closed.conv_tol = 1e-8
closed.kernel()
assert closed.converged
calcium_energy = hf_energy(nonrelativistic_h(20),
                           [(0, 2), (0, 2), (1, 6)] + outer_shells(20), 20)
assert abs(calcium_energy - closed.e_tot) < 2e-3
neutral_density = closed.make_rdm1()


def unrestricted_hole(hole):
    solver = scf.UHF(make_atom(20, (0, 1), charge=1, spin=1))
    solver.conv_tol = 1e-7
    solver.max_cycle = 100

    def occupations(mo_energy=None, mo_coeff=None):
        occupation = np.zeros_like(np.array(mo_energy))
        occupation[:, :10] = 1
        occupation[1, hole] = 0
        return occupation

    solver.get_occ = occupations
    solver.kernel(dm0=np.array([neutral_density, neutral_density]) / 2)
    assert solver.converged
    return solver.e_tot


calcium_uhf = (unrestricted_hole(0) - unrestricted_hole(4)) * HARTREE

# ---------- all atoms, with and without relativity ----------
charges = np.arange(20, 31)
nonrel = np.array([k_alpha(nonrelativistic_h(Z), Z, outer_shells(Z))
                   for Z in charges]) * HARTREE
rel_h = {Z: relativistic_h(Z) for Z in charges}
rel = np.array([k_alpha(rel_h[Z], Z, outer_shells(Z))
                for Z in charges]) * HARTREE
# Spin polarization and weak intershell coupling justify a 3 eV margin.
assert abs(calcium_uhf - nonrel[0]) < 3

law = PREFACTOR * (charges - 1)**2
deviation = 100 * (law / rel - 1)
sigma_nonrel = charges - np.sqrt(nonrel / PREFACTOR)
sigma_rel = charges - np.sqrt(rel / PREFACTOR)
assert np.max(abs(deviation)) < 1
assert np.max(abs(sigma_rel - 1)) < 0.15
assert np.max(abs(sigma_nonrel - sigma_first)) < 0.15
slope, intercept = np.polyfit(charges, np.sqrt(rel), 1)
fit_error = np.max(abs((slope * charges + intercept)**2 / rel - 1)) * 100
assert fit_error < 0.2

# One-electron relativistic shift against Dirac energies for Z = 30.
def one_electron_gap(core_h):
    return (np.linalg.eigvalsh(core_h[1])[0]
            - np.linalg.eigvalsh(core_h[0])[0])


def dirac_energy(n, j, Z):
    k = j + 0.5
    root = math.sqrt(k**2 - (ALPHA * Z)**2)
    return ((1 + (ALPHA * Z / (n - k + root))**2)**-0.5 - 1) / ALPHA**2


bare_shift = (one_electron_gap(rel_h[30])
              - one_electron_gap(bare)) * HARTREE
dirac_gap = ((2 * dirac_energy(2, 1.5, 30) + dirac_energy(2, 0.5, 30)) / 3
             - dirac_energy(1, 0.5, 30))
dirac_shift = (dirac_gap - 0.375 * 30**2) * HARTREE
leading_shift = 41 / 192 * RYDBERG * ALPHA**2 * 30**4
assert abs(bare_shift / dirac_shift - 1) < 0.015
assert abs(leading_shift / dirac_shift - 1) < 0.06

# Energy budget and effect of outer electrons in zinc.
zinc_core = k_alpha(bare, 30, []) * HARTREE
zinc_no_4s = k_alpha(bare, 30, [(0, 2), (1, 6), (2, 10)]) * HARTREE
bare_term = PREFACTOR * 30**2
screen_term = -HARTREE * D * 30
higher_order = zinc_core - bare_term - screen_term
outer_shift = nonrel[-1] - zinc_core
shift_4s = nonrel[-1] - zinc_no_4s
relativity = rel[-1] - nonrel[-1]
assert abs(outer_shift / nonrel[-1]) < 0.02
assert abs(shift_4s) < 2
assert 0.7 < relativity / leading_shift < 1.1

print(f"Rydberg energy R = {RYDBERG:.5f} eV")
print(f"Moseley prefactor 3R/4 = {PREFACTOR:.4f} eV")
print("Hydrogenic integrals / (2 R Z), dimensionless:")
for name, value in integrals.items():
    print(f"  {name} = {value} = {float(value):.6f}")
print("Pair energies v / (2 R Z), dimensionless:")
for name, value in zip(("1s1s", "1s2s", "1s2p", "2s2p", "2p2p"),
                       exact_pairs):
    print(f"  v({name}) = {value:.6f}")
print(f"D exact = {D:.5f}; from HF ions = {D_hf:.5f}")
print(f"1s part of D exact = {float(parts[0]):.5f}; "
      f"HF = {D_pair_hf:.5f}")
for name, part in zip(("one 1s", "two 2s", "five 2p"), parts):
    print(f"sigma from {name} = {4 * float(part) / 3:.4f}")
print(f"sigma, first order = {sigma_first:.4f}")
print(f"Ca nonrel: radial HF {nonrel[0]:.2f}, UHF {calcium_uhf:.2f} eV")
print("Atom  Z  E_nonrel/eV  E_rel/eV  law/eV  law-E_rel/%  "
      "sigma_nr  sigma_rel")
for i, Z in enumerate(charges):
    print(f"{ELEMENTS[Z]:2s} {Z:2d} {nonrel[i]:8.1f} {rel[i]:8.1f} "
          f"{law[i]:8.1f} {deviation[i]:6.2f} "
          f"{sigma_nonrel[i]:6.3f} {sigma_rel[i]:6.3f}")
print(f"Largest law deviation = {np.max(abs(deviation)):.2f} %")
print(f"Fit prefactor = {slope**2:.3f} eV")
print(f"Fit screening constant = {-intercept / slope:.3f}")
print(f"Largest fit error in E = {fit_error:.3f} %")
print(f"Zn bare-nucleus term = {bare_term:.1f} eV")
print(f"Zn first-order screening = {screen_term:.1f} eV")
print(f"Zn higher-order core term = {higher_order:.1f} eV")
print(f"Zn all outer electrons = {outer_shift:.1f} eV")
print(f"Zn 4s electrons alone = {shift_4s:.3f} eV")
print(f"Zn relativity = {relativity:.1f} eV")
print(f"Bare Z=30 relativity: leading {leading_shift:.1f}, "
      f"Dirac {dirac_shift:.1f}, X2C {bare_shift:.1f} eV")
print(f"Zn computed K-alpha = {rel[-1]:.1f} eV "
      f"= {rel[-1] * const.e:.4e} J")
wavelength = const.h * const.c / (rel[-1] * const.e)
print(f"Zn computed wavelength = {wavelength * 1e9:.5f} nm")
print("ALL CHECKS PASSED")
```

Printed output:

```
Rydberg energy R = 13.60569 eV
Moseley prefactor 3R/4 = 10.2043 eV
Hydrogenic integrals / (2 R Z), dimensionless:
  F0(1s,1s) = 5/8 = 0.625000
  F0(1s,2s) = 17/81 = 0.209877
  G0(1s,2s) = 16/729 = 0.021948
  F0(1s,2p) = 59/243 = 0.242798
  G1(1s,2p) = 112/2187 = 0.051212
  F0(2s,2p) = 83/512 = 0.162109
  G1(2s,2p) = 45/512 = 0.087891
  F0(2p,2p) = 93/512 = 0.181641
  F2(2p,2p) = 45/512 = 0.087891
Pair energies v / (2 R Z), dimensionless:
  v(1s1s) = 0.625000
  v(1s2s) = 0.198903
  v(1s2p) = 0.234263
  v(2s2p) = 0.147461
  v(2p2p) = 0.174609
D exact = 0.79189; from HF ions = 0.79212
1s part of D exact = 0.39074; HF = 0.39094
sigma from one 1s = 0.5210
sigma from two 2s = 0.1372
sigma from five 2p = 0.3977
sigma, first order = 1.0559
Ca nonrel: radial HF 3672.46, UHF 3672.57 eV
Atom  Z  E_nonrel/eV  E_rel/eV  law/eV  law-E_rel/%  sigma_nr  sigma_rel
Ca 20   3672.5   3692.3   3683.7  -0.23  1.029  0.978
Sc 21   4067.1   4091.4   4081.7  -0.24  1.036  0.976
Ti 22   4482.0   4511.7   4500.1  -0.26  1.042  0.973
V  23   4917.3   4953.1   4938.9  -0.29  1.048  0.968
Cr 24   5372.9   5415.7   5398.1  -0.33  1.054  0.962
Mn 25   5848.9   5899.7   5877.7  -0.37  1.059  0.955
Fe 26   6345.1   6405.0   6377.7  -0.43  1.064  0.947
Co 27   6861.6   6931.8   6898.1  -0.49  1.069  0.937
Ni 28   7398.3   7480.2   7438.9  -0.55  1.074  0.925
Cu 29   7955.4   8050.3   8000.1  -0.62  1.078  0.912
Zn 30   8532.8   8642.3   8581.8  -0.70  1.083  0.898
Largest law deviation = 0.70 %
Fit prefactor = 10.368 eV
Fit screening constant = 1.139
Largest fit error in E = 0.108 %
Zn bare-nucleus term = 9183.8 eV
Zn first-order screening = -646.5 eV
Zn higher-order core term = 39.8 eV
Zn all outer electrons = -44.4 eV
Zn 4s electrons alone = -0.360 eV
Zn relativity = 109.5 eV
Bare Z=30 relativity: leading 125.3, Dirac 128.5, X2C 128.6 eV
Zn computed K-alpha = 8642.3 eV = 1.3846e-15 J
Zn computed wavelength = 0.14346 nm
ALL CHECKS PASSED
```
